1s Binding of Muonic Lead from X2C with a Finite Nucleus

**Problem**

A muon is bound in the 1s state of a lead nucleus, Z = 82. The nucleus is held fixed and has an rms charge radius of roughly 5.5 × 10⁻⁵ angstrom. Find the binding energy (a) for a point nucleus and (b) for a uniformly charged sphere with this rms radius. Use exact two-component theory (X2C), and show where the muon mass enters.

Atomic units are used in the algebra: ħ = e = mₑ = 1, with c = 137.036. The muon mass is m = 206.768. Energies exclude the rest energy mc², so the binding energy is B = −E. Vacuum polarization, self-energy, nuclear polarization and the atomic electrons are left out.

The sphere radius R follows from ⟨r²⟩ = 3R²/5:

R = √(5/3) × 5.5 × 10⁻⁵ = 7.10 × 10⁻⁵ angstrom.

Outside, V = −Z/r. Inside, the enclosed charge is Zr³/R³, so dV/dr = Zr/R³. Integrating inward from V(R) = −Z/R gives

V = −Z/R − Z(R² − r²)/(2R³) = −(Z/2R)(3 − r²/R²).

**First estimate by scaling**

Measure length in muonic Bohr radii, r = s/m. Then p = m pₛ, and both forms of V become m times the same form in s, with radius mR. Every term of the Dirac Hamiltonian c α·p + (β − 1)mc² + V acquires one factor m. Therefore

E(m, R) = m E(1, mR).

For a point nucleus R = 0, and the muon binding is m times the electron binding:

206.768 × 101581 eV = 2.100 × 10⁷ eV.

For an electron, the same spherical nucleus reduces the binding by 67 eV, less than 0.1 percent. Can this shift be scaled too? Near a point nucleus the squared radial function behaves as N²r^(2γ), with γ = √(1 − Z²/c²) = 0.8012 and N² ∝ m^(2γ+1), as the solution below shows. With r = xR, the integral of r^(2γ) times the change in potential over the nucleus is proportional to R^(2γ). For a small nucleus this suggests

ΔE ∝ m^(2γ+1) R^(2γ).

Taking the power from this argument and the size from the electron gives

67 eV × 206.768^2.602 ≈ 7.1 × 10⁷ eV,

which exceeds the whole point-nucleus binding. The extrapolation fails because the nucleus is not small for the muon. The relevant parameter is

η = mZR = R/[1/(mZ)] = (7.1005 × 10⁻⁵)/(3.1211 × 10⁻⁵) = 2.275,

the ratio of the nuclear radius to the decay length 1/λ = 1/(mZ) of the point-nucleus orbital, both in angstrom.

For the electron, ZR is only 0.011.

A nonrelativistic estimate can be made without assuming small η. Continue the interior parabola to all r. With x = r/R, the parabola minus the true potential outside is

(Z/R)[1/x − (3 − x²)/2] = (Z/R)(x³ − 3x + 2)/(2x) = (Z/R)(x − 1)²(x + 2)/(2x) ≥ 0.

The parabola is nowhere below the true potential, so its ground-state energy is not below the true one. Its frequency follows from mω²/2 = Z/(2R³), and its zero-point energy is 3ω/2. Hence

B_nr ≥ 3Z/(2R) − (3/2)√(Z/(mR³)) = (Z/R)(3/2)(1 − 1/√η).

The numbers are 2.494 × 10⁷ − 1.654 × 10⁷ = 8.41 × 10⁶ eV.

Inside the nucleus, the same polynomial gives the sphere potential minus −Z/r. The point potential is therefore nowhere above the sphere potential, and its binding mZ²/2 = 1.892 × 10⁷ eV is an upper bound. The nonrelativistic answer lies between these two values.

**Exact solution for the point nucleus**

For upper component φ and lower component χ, the Dirac equation is

Vφ + c(σ·p)χ = Eφ,
c(σ·p)φ + (V − 2mc²)χ = Eχ.

For an s₁/₂ state put φ = (P/r)ξ and χ = −i(Q/r)(σ·r̂)ξ, with ξ a constant spinor. Since σ·p f(r) = −i(σ·r̂)f′ and σ·p[(σ·r̂)f] = −i(f′ + 2f/r), the two equations become

P′ = P/r + (E − V + 2mc²)Q/c,
Q′ = −Q/r − (E − V)P/c.

Insert V = −Z/r, P = r^γ e^(−λr) and Q = qP. The terms in 1/r give

γ − 1 = Zq/c, (γ + 1)q = −Z/c.

Eliminating q gives γ² = 1 − Z²/c². The constant terms give

−λ = (E + 2mc²)q/c, λq = E/c.

Substituting E = cλq into the first gives λ(1 + q²) = −2mcq. The 1/r relations give q² = (1 − γ)/(1 + γ), so 1 + q² = 2/(1 + γ). Thus λ = −mcq(1 + γ) = mZ, and

E = cλq = −mc²(1 − γ).

Normalization gives N² ∝ λ^(2γ+1), the mass dependence used above. The weight of the lower component is q²/(1 + q²) = (1 − γ)/2. Numerically,

B = 1.05658 × 10⁸ × (1 − 0.801210) = 2.1004 × 10⁷ eV = 21.00 MeV.

This point solution requires Z < c; otherwise γ is no longer real and positive.

**X2C for either nucleus**

Expand φ = Σ A_a g_a and, by restricted kinetic balance, χ = Σ B_a (σ·p)g_a/(2mc). Let S, T and V be the matrices of overlap, p²/(2m) and potential, and let W be the matrix of (σ·p)V(σ·p). Projection onto the two sets uses (σ·p)² = p²:

- the coupling is c p²/(2mc), which gives T;
- the lower potential block is W/(4m²c²);
- the rest-energy term is −2mc² p²/(4m²c²), which gives −T;
- the lower metric is p²/(4m²c²), which gives T/(2mc²).

The matrix Dirac equation is therefore

VA + TB = E S A,
TA + [W/(4m²c²) − T]B = E [T/(2mc²)]B.

All these powers of m must contain the muon mass. Collect the n positive-energy solutions as columns of square matrices 𝐀 and 𝐁. If 𝐀 is invertible, X = 𝐁𝐀⁻¹ gives B = XA for each of them. Multiply the second equation by X† and add the first:

L A = E S̃ A,
L = V + TX + X†T − X†TX + X†WX/(4m²c²),
S̃ = S + X†TX/(2mc²).

This n-dimensional problem has the n positive-energy eigenvalues of the matrix Dirac equation. To restore the ordinary metric S, put A = Uv, where v is the two-component coefficient vector, with

M = S^(−1/2) S̃ S^(−1/2), U = S^(−1/2) M^(−1/2) S^(1/2).

Then U†S̃U = S^(1/2) M^(−1/2) M M^(−1/2) S^(1/2) = S, and

h v = E S v, h = U†LU.

The decoupling is exact within the chosen basis; the basis error remains.

For s functions there is a simplification. The product (σ·∇g_a)(σ·∇g_b) equals ∇g_a·∇g_b + iσ·(∇g_a × ∇g_b). Both gradients are radial, so the cross product vanishes. Spin-free X2C, which drops this spin-orbit term from W, thus gives the same 1s energy as full X2C here.

With g_a = n_a exp(−ar²), s = a + b, and angular factors absorbed in the normalization n_a, the matrix elements are

S_ab = n_a n_b √π/(4s^(3/2)),
T_ab = n_a n_b (4ab/2m) 3√π/(8s^(5/2)),
V_ab = n_a n_b ∫₀^∞ V r² exp(−sr²) dr,
W_ab = 4ab n_a n_b ∫₀^∞ V r⁴ exp(−sr²) dr.

The factor 4ab comes from the two derivatives −2ar and −2br. The exponents form a geometric series scaled with m², and must resolve both the orbital and the nuclear radius.

For the point nucleus, X2C gives 2.1004 × 10⁷ eV, in agreement with the analytic result. For the sphere,

B = 1.048 × 10⁷ eV = 10.48 MeV.

Direct integration of the two radial equations, outward from the centre and inward from large r with matching at R, gives the same value to the printed digits. It uses neither a basis nor the decoupling.

**Comparison**

The ratio of the sphere binding to the point binding is 10.48/21.00 = 0.499. The finite nucleus halves the binding for this Z and this radius. One half is a numerical outcome, not a general law: as R tends to zero, the ratio tends to one.

The nonrelativistic sphere binding is 1.042 × 10⁷ eV, inside the estimated interval and about 24 percent above its lower bound. The difference arises because the true potential flattens outside the nucleus while the parabola keeps rising. That region matters: in the Dirac state the probability of finding the muon inside R is 0.445 (0.436 without relativity). In the point-nucleus state it would be 0.883, so the orbital expands strongly when the charge is spread out. A small correction evaluated with the point orbital cannot describe this change.

Relativity adds 2.09 × 10⁶ eV to the point binding but only 6.6 × 10⁴ eV to the sphere binding. The lower-component weight falls from 0.099 to 0.024. This fourfold fall does not by itself account for the thirtyfold fall of the gain. For the sphere, the first-order mass-velocity term adds about 2.5 × 10⁵ eV to the binding and the Darwin term, spread over the nuclear volume, removes about 1.9 × 10⁵ eV; the gain is their remainder. Most of the 21 MeV to 10.5 MeV change is thus already present without relativity, where the binding falls from 18.9 MeV to 10.4 MeV.

The scaling law also exposes an error of units. In a calculation with m = 1, the radius must be entered as mR = 0.0277. If R = 1.34 × 10⁻⁴, its value in ordinary Bohr radii, is entered instead, the rescaled binding is 2.099 × 10⁷ eV. The muon then sees almost a point nucleus, although its mass has been used to scale the energy.

Properties need the same care as energies. The interior probability must be evaluated with A = Uv and B = XA, including the lower component. Using v with the untransformed large-component operator gives 0.459 instead of 0.445, a picture-change error of about 3 percent, even though the energy is unaffected.

The reduced mass gives a rough estimate of recoil. Differentiating the Dirac Hamiltonian with respect to m, with R fixed, gives (β − 1)c². Its expectation value is −2c²w, where w is the lower-component weight, because β − 1 is zero on the upper component and −2 on the lower. The Hellmann–Feynman theorem then gives

dB/dm = 2c²w.

For a nucleus of mass 208 u, the mass ratio is 5.45 × 10⁻⁴. To first order the binding decreases by

2 × 1.05658 × 10⁸ × 0.0237 × 5.45 × 10⁻⁴ ≈ 2.7 × 10³ eV.

The full reduced-mass calculation gives the same decrease. For the point nucleus w = (1 − γ)/2, and the formula returns dB/dm = B/m, as the scaling law requires.

The charge distribution matters far more. Changing the rms radius by 0.1 × 10⁻⁵ angstrom changes the binding by about 1.0 × 10⁵ eV, with the larger nucleus binding less. A Gaussian charge of the same rms radius gives 1.074 × 10⁷ eV, about 2.4 percent more than the sphere. The rms radius alone therefore does not fix the muonic energy. These cases span 10.4 to 10.7 MeV, so the further digits of the sphere result describe the model, not the lead nucleus. The numerical output lists the values for all these cases. The Gaussian is an extreme shape for lead. A Fermi density with a flat interior, the same rms radius and a surface diffuseness of 0.45 to 0.60 × 10⁻⁵ angstrom binds only 3.5 to 6.3 × 10⁴ eV more than the sphere. The omitted vacuum polarization adds about 6.6 × 10⁴ eV in lowest order, as much as the relativistic gain and more than twenty times the recoil estimate, so a comparison with real lead must include it.

Computed values

```
nuclear charge Z: 82
muon mass / electron mass: 206.7683
speed of light c: 137.0360 atomic units
muon rest energy: 1.05658e+08 eV
rms charge radius (rough input): 5.50e-05 angstrom
sphere radius R: 7.1005e-05 angstrom
muonic length 1/(mZ): 3.1211e-05 angstrom
muonic Bohr radius 1/m: 2.5593e-03 angstrom
R in muonic Bohr radii: 0.02774
R in ordinary Bohr radii: 1.3418e-04
gamma = sqrt(1-(Z/c)^2): 0.801210
point binding, analytic Dirac: 2.10038e+07 eV
point binding, X2C: 2.10038e+07 eV
sphere binding, X2C: 1.04836e+07 eV
sphere binding, radial integration: 1.04836e+07 eV
point binding, analytic, converted: 21.004 MeV
sphere binding, X2C, converted: 10.484 MeV
ratio sphere/point: 0.4991
point binding, nonrelativistic: 1.89161e+07 eV
sphere binding, nonrelativistic: 1.04179e+07 eV
relativistic gain, point: 2.088e+06 eV
relativistic gain, sphere: 6.576e+04 eV
potential depth at centre: 2.4944e+07 eV
parabola zero-point energy: 1.6538e+07 eV
nonrelativistic lower bound: 8.4064e+06 eV
small-component weight, point: 0.0994
small-component weight, sphere: 0.0237
probability inside R, point: 0.8833
probability inside R, sphere: 0.4451
same by radial integration: 0.4451
same without picture change: 0.4591
binding, Gaussian charge, same rms: 1.07366e+07 eV
binding, sphere, rms 5.4e-5 angstrom: 1.05840e+07 eV
binding, sphere, rms 5.6e-5 angstrom: 1.03852e+07 eV
muon mass / nuclear mass (208 u): 5.453e-04
binding with reduced mass: 1.04809e+07 eV
electron 1s binding, point: 101581.3 eV
electron 1s binding, sphere, X2C: 101514.1 eV
electron finite-nucleus shift: 67 eV
muon binding with unscaled R (wrong): 2.09899e+07 eV
```
